# Why oxygen pressure barely affects scales grown by metal interstitials: test program

```python
"""
Parabolic growth of an MO scale by metal interstitials of charge +alpha.
Result under test, with X dX/dt = k and m = 2(1+alpha):
    k = (1+alpha) * D_i * x_i(p_in) * (1 - (p_in/p_out)**(1/m))
so k saturates when the outer oxygen pressure p_out far exceeds p_in.
p_in : oxygen pressure of metal/oxide equilibrium (bar)
x_i, x_v : interstitial and vacancy fractions per metal site
n, h : electrons and holes per metal site
D_i, D_v, D_e : diffusivities of interstitials, vacancies and electrons
Slow electrons multiply k by t_e = D_e/(D_e + alpha*D_i).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import hour

P_IN = 1e-18        # bar
X_IN = 1e-3         # interstitial fraction at the metal side
D_DEF = 1e-7        # cm^2/s, for interstitials and vacancies
TIME = 100 * hour   # s


def reduction_constant(alpha):
    """Constant x_i n^alpha p^(1/2) that puts X_IN at P_IN."""
    return X_IN * (alpha * X_IN)**alpha * np.sqrt(P_IN)


def defects(p, oxide):
    """Solve mass action and neutrality; return x_i, x_v, n, h."""
    alpha, k_red, k_frenkel, k_elec = oxide

    def fractions(log_n):
        n = np.exp(log_n)
        x_i = k_red / (n**alpha * np.sqrt(p))
        return x_i, k_frenkel / x_i, n, k_elec / n

    def imbalance(log_n):
        x_i, x_v, n, h = fractions(log_n)
        return np.log(alpha * x_i + h) - np.log(alpha * x_v + n)

    return fractions(brentq(imbalance, -90.0, 5.0, xtol=1e-12))


def metal_diffusivity(p, oxide):
    x_i, x_v, _, _ = defects(p, oxide)
    return D_DEF * (x_i + x_v)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def wagner_k(p_out, oxide, p_in=P_IN):
    """Half the integral of D_M over ln p, by quadrature."""
    half = 0.5 * np.log(p_out / p_in)
    pressures = p_in * np.exp(half * (NODES + 1))
    values = [metal_diffusivity(p, oxide) for p in pressures]
    return 0.5 * half * np.dot(WEIGHTS, values)


def exponent(p_out, oxide, step=0.1):
    """Finite-difference d ln k / d ln p_out."""
    up = wagner_k(p_out * np.exp(step), oxide)
    down = wagner_k(p_out * np.exp(-step), oxide)
    return np.log(up / down) / (2 * step)


def grow(alpha, x_out, d_e, times=(1500.0, 6000.0), cells=40):
    """Moving-boundary growth, units D_i = 1 and initial thickness 1.
    The field at each face follows from zero electric current."""
    y = (np.arange(cells) + 0.5) / cells
    y_all = np.concatenate(([0.0], y, [1.0]))
    c_out = x_out / X_IN

    def rates(_, state):
        c, thick = state[:-1], state[-1]
        c_all = np.concatenate(([1.0], c, [c_out]))
        slope = np.diff(c_all) / np.diff(y_all) / thick
        face = 0.5 * (c_all[1:] + c_all[:-1])
        n_face, n_slope = alpha * face, alpha * slope
        field = ((d_e * n_slope - alpha * slope)
                 / (d_e * n_face + alpha**2 * face))
        flux = -(slope + alpha * face * field)
        speed = X_IN * flux[-1] / (1 + x_out)
        shift = y * speed / thick * np.gradient(c_all, y_all)[1:-1]
        change = -np.diff(flux) * cells / thick + shift
        return np.append(change, speed)

    start = np.append(np.full(cells, c_out), 1.0)
    run = solve_ivp(rates, (0, times[-1]), start, method="BDF",
                    t_eval=times, rtol=1e-7, atol=1e-10)
    assert run.success
    k = (run.y[-1]**2 - 1) / (2 * np.array(times))
    profile = np.concatenate(([1.0], run.y[:-1, -1], [c_out]))
    return k, y_all, profile


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def closed_k(p_out, alpha=2, p_in=P_IN):
    m = 2 * (1 + alpha)
    x_start = X_IN * (p_in / P_IN)**(-1 / m)
    return (1 + alpha) * D_DEF * x_start * (1 - (p_in / p_out)**(1 / m))


# Three model oxides: interstitial, vacancy, and mixed disorder
inter = (2, reduction_constant(2), 1e-20, 1e-20)
k_oxidation = 1e-3 * (2e-3)**2          # gives x_v = 1e-3 at 1 bar
vacancy = (2, 1e-20 * 1e-20**2 / k_oxidation, 1e-20, 1e-20)
mixed = (2, reduction_constant(2), 1e-9, 1e-10)

# Defect exponents and Wagner integral for both interstitial charges
for alpha in (1, 2):
    oxide = (alpha, reduction_constant(alpha), 1e-20, 1e-20)
    ratio = defects(1e-4, oxide)[0] / defects(1e-10, oxide)[0]
    assert close(np.log(ratio) / np.log(1e6), -1 / (2 * (1 + alpha)), 1e-5)
    for p in (10 * P_IN, 1e-12, 1.0):
        assert close(wagner_k(p, oxide), closed_k(p, alpha), 1e-5)

# Time-dependent growth; stored defects allow deviations of order X_IN
for alpha, p, d_e in ((2, 10 * P_IN, 1e5), (1, 1.0, 1e5),
                      (2, 1.0, 20.0), (2, 1.0, 1e5)):
    oxide = (alpha, reduction_constant(alpha), 1e-20, 1e-20)
    k_sim, y_sim, c_sim = grow(alpha, defects(p, oxide)[0], d_e)
    t_e = d_e / (d_e + alpha)
    expected = t_e * closed_k(p, alpha) / D_DEF
    assert all(close(k, expected, 2e-3) for k in k_sim)
k_sim_main = k_sim[-1] * D_DEF

# Linear interstitial profile (last simulation: alpha = 2, 1 bar)
r_one = (P_IN / 1.0)**(1 / 6)
c_mid, c_90 = 1 - (1 - r_one) * 0.5, 1 - (1 - r_one) * 0.9
assert close(np.interp(0.5, y_sim, c_sim), c_mid, 2e-3)
assert close(np.interp(0.9, y_sim, c_sim), c_90, 5e-3)
p_mid = P_IN * c_mid**-6
assert close(defects(p_mid, inter)[0], c_mid * X_IN, 1e-5)
outer_share = np.log(c_90 / r_one) / np.log(1 / r_one)

# Sensitivity to outer pressure
for p in (10 * P_IN, 1e-6, 1.0):
    r = (P_IN / p)**(1 / 6)
    assert close(exponent(p, inter), r / (6 * (1 - r)), 2e-3)
for p in (1e-6, 1.0):
    r = (P_IN / p)**(1 / 6)
    k_vac = 3 * D_DEF * defects(p, vacancy)[1] * (1 - r)
    assert close(wagner_k(p, vacancy), k_vac, 1e-5)
assert close(exponent(1.0, vacancy), 1 / 6, 0.01)
local = metal_diffusivity(1.0, mixed) / (2 * wagner_k(1.0, mixed))
assert close(exponent(1.0, mixed), local, 0.01)

k_limit = 3 * D_DEF * X_IN
p_90 = P_IN * 0.1**-6
assert close(wagner_k(p_90, inter), 0.9 * k_limit, 1e-5)


def rise(oxide):
    return wagner_k(1.0, oxide) / wagner_k(1e-6, oxide)


assert rise(inter) < 1.01 and rise(vacancy) > 9
assert rise(mixed) - 1 > 3 * (rise(inter) - 1)

# Metal activity 0.1 at the inner interface: a * sqrt(p) is constant
activity = 0.1
p_alloy = P_IN / activity**2
k_alloy = wagner_k(1.0, inter, p_alloy)
assert close(k_alloy, closed_k(1.0, 2, p_alloy), 1e-5)
alloy_ratio = k_alloy / wagner_k(1.0, inter)
assert close(alloy_ratio, activity**(1 / 3), 0.01)


def thickness(k):
    return np.sqrt(2 * k * TIME) * 1e4   # micrometres


print(f"Inner oxygen pressure p_in = {P_IN:.1e} bar")
print(f"Defect diffusivity = {D_DEF:.1e} cm^2/s")
print(f"Interstitial fraction at metal side = {X_IN:.1e}")
print(f"Interstitial fraction at 1 bar = {defects(1.0, inter)[0]:.3e}")
print(f"Vacancy oxide: x_v at 1 bar = {defects(1.0, vacancy)[1]:.3e}")
print(f"Vacancy oxide: x_v at 1e-6 bar = {defects(1e-6, vacancy)[1]:.3e}")
print(f"Saturation limit of k, interstitials = {k_limit:.4e} cm^2/s")
print(f"Outer pressure for 90% of limit = {p_90:.2e} bar")
print("k in cm^2/s; s = d ln k / d ln p_out (no unit)")
print("p_out/bar   k_interst.   s_interst.   k_vacancy    s_vacancy")
for p in (1e-17, 1e-12, 1e-6, 1e-3, 1.0, 100.0):
    print(f"{p:.1e}   {wagner_k(p, inter):.4e}   {exponent(p, inter):.3e}"
          f"   {wagner_k(p, vacancy):.4e}   {exponent(p, vacancy):.4f}")
print(f"Simulated growth, interstitials, 1 bar: k = {k_sim_main:.4e} cm^2/s")
print("Ratios of values at 1 bar to values at 1e-6 bar:")
print(f"  driving force ln(p_out/p_in): "
      f"{np.log(1 / P_IN) / np.log(1e-6 / P_IN):.4f}")
print(f"  k, interstitial oxide: {rise(inter):.4f}")
print(f"  k, vacancy oxide: {rise(vacancy):.4f}")
print(f"  k, mixed oxide: {rise(mixed):.4f}")
print(f"Scale thickness after {TIME / hour:.0f} h, in micrometres:")
for name, oxide in (("interstitial", inter), ("vacancy", vacancy)):
    print(f"  {name}: {thickness(wagner_k(1e-6, oxide)):.2f} at 1e-6 bar, "
          f"{thickness(wagner_k(1.0, oxide)):.2f} at 1 bar")
print("Interstitial scale with 1 bar outside:")
print(f"  oxygen pressure at mid-thickness = {p_mid:.3e} bar")
print(f"  mid-thickness pressure / p_in = {p_mid / P_IN:.2f}")
print(f"  share of ln p drop in outer tenth = {outer_share:.4f}")
print(f"Metal activity {activity}: inner pressure = {p_alloy:.1e} bar")
print(f"  k relative to pure metal at 1 bar = {alloy_ratio:.4f}")
print("Mixed oxide: Frenkel constant x_i*x_v = "
      f"{mixed[2]:.1e}, electronic constant n*h = {mixed[3]:.1e}")
for p in (1e-6, 1.0, 100.0):
    x_i, x_v, _, _ = defects(p, mixed)
    print(f"  {p:.1e} bar: x_i = {x_i:.3e}, x_v = {x_v:.3e}, "
          f"k = {wagner_k(p, mixed):.4e} cm^2/s, s = {exponent(p, mixed):.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Inner oxygen pressure p_in = 1.0e-18 bar
Defect diffusivity = 1.0e-07 cm^2/s
Interstitial fraction at metal side = 1.0e-03
Interstitial fraction at 1 bar = 1.000e-06
Vacancy oxide: x_v at 1 bar = 1.000e-03
Vacancy oxide: x_v at 1e-6 bar = 1.000e-04
Saturation limit of k, interstitials = 3.0000e-10 cm^2/s
Outer pressure for 90% of limit = 1.00e-12 bar
k in cm^2/s; s = d ln k / d ln p_out (no unit)
p_out/bar   k_interst.   s_interst.   k_vacancy    s_vacancy
1.0e-17   9.5612e-11   3.566e-01   1.4034e-13   0.5232
1.0e-12   2.7000e-10   1.852e-02   2.7000e-12   0.1852
1.0e-06   2.9700e-10   1.684e-03   2.9700e-11   0.1684
1.0e-03   2.9905e-10   5.287e-04   9.4568e-11   0.1672
1.0e+00   2.9970e-10   1.668e-04   2.9970e-10   0.1668
1.0e+02   2.9986e-10   7.740e-05   6.4603e-10   0.1667
Simulated growth, interstitials, 1 bar: k = 2.9959e-10 cm^2/s
Ratios of values at 1 bar to values at 1e-6 bar:
  driving force ln(p_out/p_in): 1.5000
  k, interstitial oxide: 1.0091
  k, vacancy oxide: 10.0909
  k, mixed oxide: 1.1517
Scale thickness after 100 h, in micrometres:
  interstitial: 146.23 at 1e-6 bar, 146.90 at 1 bar
  vacancy: 46.24 at 1e-6 bar, 146.90 at 1 bar
Interstitial scale with 1 bar outside:
  oxygen pressure at mid-thickness = 6.362e-17 bar
  mid-thickness pressure / p_in = 63.62
  share of ln p drop in outer tenth = 0.6680
Metal activity 0.1: inner pressure = 1.0e-16 bar
  k relative to pure metal at 1 bar = 0.4636
Mixed oxide: Frenkel constant x_i*x_v = 1.0e-09, electronic constant n*h = 1.0e-10
  1.0e-06 bar: x_i = 3.217e-05, x_v = 3.108e-05, k = 3.2598e-10 cm^2/s, s = 0.0097
  1.0e+00 bar: x_i = 1.080e-05, x_v = 9.263e-05, k = 3.7543e-10 cm^2/s, s = 0.0138
  1.0e+02 bar: x_i = 5.328e-06, x_v = 1.877e-04, k = 4.0801e-10 cm^2/s, s = 0.0237
ALL CHECKS PASSED
```
